# Why Charged Pions Prefer Muons: Chirality and the Lepton-Mass Factor: test program

```python
"""Tree-level ratio of the decays pion -> electron + neutrino and
pion -> muon + neutrino, for a massless neutrino and universal coupling:
    R = (m_e/m_mu)^2 * [(M^2 - m_e^2)/(M^2 - m_mu^2)]^2
M: charged-pion mass; m: charged-lepton mass; units hbar = c = 1, MeV.
The reduced width is Gamma/(G_F^2 |V_ud|^2 f^2), with f defined by
<0|A^mu|pion(p)> = i f p^mu.
Spinors are obtained by diagonalizing the Dirac Hamiltonian, and phase space
by counting states in a thin energy shell; closed formulas are only compared.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

M_E = physical_constants["electron mass energy equivalent in MeV"][0]
M_MU = physical_constants["muon mass energy equivalent in MeV"][0]
M_PI = 139.57  # input: charged-pion mass in MeV, rounded

# Dirac matrices in the chiral representation
PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
ZERO2, ONE2, ONE4 = np.zeros((2, 2)), np.eye(2), np.eye(4)
G0 = np.block([[ZERO2, ONE2], [ONE2, ZERO2]]).astype(complex)
GS = [np.block([[ZERO2, s], [-s, ZERO2]]) for s in PAULI]
G5 = 1j * G0 @ GS[0] @ GS[1] @ GS[2]
ALPHA = [G0 @ g for g in GS]
SPIN = [G5 @ a for a in ALPHA]
LEFT = ONE4 - G5
HELICITIES = (1, -1)
AXIS = np.array([0.36, 0.48, 0.80])  # a tilted unit vector


def close(a, b, rtol):
    return abs(a - b) <= rtol * abs(b)


def slash(p):
    return p[0] * G0 - sum(p[i + 1] * GS[i] for i in range(3))


def spinor(mass, momentum, helicity, anti):
    """u (particle) or v (antiparticle), normalized to 2E."""
    size = np.linalg.norm(momentum)
    energy = np.hypot(size, mass)
    sign = -1 if anti else 1
    ham = mass * G0 + sign * sum(momentum[i] * ALPHA[i] for i in range(3))
    spin = sum(momentum[i] / size * SPIN[i] for i in range(3))
    values, vectors = np.linalg.eigh(ham + 0.3 * energy * spin)
    target = sign * energy * (1 + 0.3 * helicity)
    index = np.argmin(abs(values - target))
    return np.sqrt(2 * energy) * vectors[:, index]


def amplitudes(mass, k, q, vertex, charge=-1):
    """Rows: lepton helicity +,-; columns: (anti)neutrino helicity +,-."""
    table = np.zeros((2, 2), complex)
    for i, hl in enumerate(HELICITIES):
        for j, hn in enumerate(HELICITIES):
            lepton = spinor(mass, k[1:], hl, charge > 0)
            neutrino = spinor(0.0, q[1:], hn, charge < 0)
            out, anti = (lepton, neutrino) if charge < 0 else (neutrino, lepton)
            table[i, j] = out.conj() @ G0 @ vertex @ anti
    return table


def momentum_at(mass, total_energy):
    return brentq(lambda k: np.hypot(k, mass) + k - total_energy,
                  0.0, total_energy, xtol=1e-12)


def rest_frame(mass, parent=M_PI):
    size = momentum_at(mass, parent)
    k = np.r_[np.hypot(size, mass), size * AXIS]
    q = np.r_[size, -size * AXIS]
    return k, q


def boost(p, velocity):
    b2 = velocity @ velocity
    gamma = 1 / np.sqrt(1 - b2)
    bp = velocity @ p[1:]
    space = p[1:] + velocity * ((gamma - 1) * bp / b2 + gamma * p[0])
    return np.r_[gamma * (p[0] + bp), space]


def shell_density(mass, weight, parent=M_PI, half=0.02):
    """Weighted states per unit total energy, from a thin energy shell."""
    low = momentum_at(mass, parent - half)
    high = momentum_at(mass, parent + half)
    return quad(weight, low, high)[0] / (2 * half)


def phase_space(mass, parent=M_PI):
    def weight(k):
        measure = 4 * np.pi * k**2 / (2 * np.pi)**3
        return 2 * np.pi * measure / (4 * np.hypot(k, mass) * k)
    return shell_density(mass, weight, parent)


def spin_sum(mass, parent=M_PI, chiral=LEFT):
    k, q = rest_frame(mass, parent)
    return np.sum(abs(amplitudes(mass, k, q, slash(k + q) @ chiral))**2)


def width(mass, parent=M_PI, chiral=LEFT):
    squared = 0.5 * spin_sum(mass, parent, chiral)
    return squared * phase_space(mass, parent) / (2 * parent)


def left_weight(mass):
    k, _ = rest_frame(mass)
    u = spinor(mass, k[1:], 1, False)
    return np.linalg.norm(0.5 * LEFT @ u)**2 / np.linalg.norm(u)**2


def ratio_formula(parent):
    bracket = (parent**2 - M_E**2) / (parent**2 - M_MU**2)
    return (M_E / M_MU)**2 * bracket**2


# Spin sum, kinematics, phase space and width at several lepton masses
for m in (M_E, 20.0, 60.0, M_MU, 130.0):
    gap = M_PI**2 - m**2
    q_size = momentum_at(m, M_PI)
    assert close(q_size, gap / (2 * M_PI), 1e-9)
    assert close(spin_sum(m), 4 * m**2 * gap, 1e-8)
    assert close(phase_space(m), q_size / (4 * np.pi * M_PI), 1e-5)
    formula = m**2 * M_PI * (1 - m**2 / M_PI**2)**2 / (8 * np.pi)
    assert close(width(m), formula, 1e-5)
    assert close(left_weight(m), m**2 / (M_PI**2 + m**2), 1e-8)
    speed = q_size / np.hypot(q_size, m)
    assert close(left_weight(m), (1 - speed) / 2, 1e-8)

# A massless charged lepton cannot be produced
assert spin_sum(0.0) < 1e-20 * M_PI**4

# Moving pion: mass factor from the Dirac equation, and invariant spin sum
for m in (M_E, M_MU):
    k, q = (boost(p, np.array([0.5, -0.2, 0.3])) for p in rest_frame(m))
    full = amplitudes(m, k, q, slash(k + q) @ LEFT)
    reduced = m * amplitudes(m, k, q, LEFT)
    assert np.max(abs(full - reduced)) < 1e-9 * np.max(abs(full))
    assert close(np.sum(abs(full)**2), spin_sum(m), 1e-8)

# Helicity selection: ++ for the negative pion, -- for the positive pion
for m in (M_E, M_MU):
    k, q = rest_frame(m)
    for charge, kept in ((-1, (0, 0)), (1, (1, 1))):
        power = abs(amplitudes(m, k, q, slash(k + q) @ LEFT, charge))**2
        allowed = power[kept]
        assert close(allowed, spin_sum(m), 1e-8)
        assert power.sum() - allowed < 1e-10 * allowed
        power[kept] = 0
        assert power.max() < 1e-18 * allowed

# Main result
R = width(M_E) / width(M_MU)
assert close(R, ratio_formula(M_PI), 1e-5)

# Any vector-axial mixture gives the same ratio
R_VPA = width(M_E, chiral=ONE4 + G5) / width(M_MU, chiral=ONE4 + G5)
MIX = ONE4 - 0.4 * G5
R_MIX = width(M_E, chiral=MIX) / width(M_MU, chiral=MIX)
assert close(R_VPA, R, 1e-7) and close(R_MIX, R, 1e-7)

# Unit-normalized states: left-chiral weight times density of states
dens_e = shell_density(M_E, lambda k: k**2)
dens_mu = shell_density(M_MU, lambda k: k**2)
weight_ratio = left_weight(M_E) / left_weight(M_MU)
density_ratio = dens_e / dens_mu
assert close(weight_ratio * density_ratio, R, 1e-5)


# Contrast cases: scalar-type coupling, and a spin-one parent of equal mass
def scalar_rate(mass):
    k, q = rest_frame(mass)
    return np.sum(abs(amplitudes(mass, k, q, LEFT))**2) * phase_space(mass)


def spin_one_sum(mass):
    k, q = rest_frame(mass)
    return sum(np.sum(abs(amplitudes(mass, k, q, g @ LEFT))**2) for g in GS)


bracket = (M_PI**2 - M_E**2) / (M_PI**2 - M_MU**2)
R_SCALAR = scalar_rate(M_E) / scalar_rate(M_MU)
assert close(R_SCALAR, bracket**2, 1e-5)
for m in (M_E, M_MU):
    expected = 4 * (M_PI**2 - m**2) * (2 + m**2 / M_PI**2)
    assert close(spin_one_sum(m), expected, 1e-8)
phase_ratio = phase_space(M_E) / phase_space(M_MU)
R_SPIN1 = spin_one_sum(M_E) / spin_one_sum(M_MU) * phase_ratio
assert phase_ratio > 1 and R_SCALAR > 1 and R_SPIN1 > 1

# Lepton mass at which the width is largest
best = minimize_scalar(lambda m: -width(m), bounds=(1.0, 138.0),
                       method="bounded", options={"xatol": 1e-5})
assert abs(best.x - M_PI / np.sqrt(3)) < 0.01

# Sensitivity of the ratio to the pion mass
R_UP = width(M_E, M_PI + 0.01) / width(M_MU, M_PI + 0.01)
shift = 100 * (R_UP / R - 1)
assert close(shift, 100 * (ratio_formula(M_PI + 0.01)
                           / ratio_formula(M_PI) - 1), 1e-2)

print(f"Input pion mass M: {M_PI:.2f} MeV")
print(f"Electron mass: {M_E:.6f} MeV")
print(f"Muon mass: {M_MU:.4f} MeV")
for name, m in (("electron", M_E), ("muon", M_MU)):
    k, q = rest_frame(m)
    speed = q[0] / k[0]
    print(f"--- {name} channel ---")
    print(f"Momentum of each product: {q[0]:.3f} MeV")
    print(f"Charged-lepton energy: {k[0]:.3f} MeV")
    print(f"Charged-lepton speed v/c: {speed:.7f}")
    print(f"One minus v/c: {1 - speed:.4e}")
    print(f"Left-chiral weight at helicity +1/2: {left_weight(m):.4e}")
    print(f"Sum |M|^2/(G_F^2 |V_ud|^2 f^2): {spin_sum(m) / 2:.5e} MeV^4")
    print(f"Two-body phase space: {phase_space(m):.5e} (dimensionless)")
    print(f"Reduced width: {width(m):.5e} MeV^3")
print("--- ratios, electron over muon (dimensionless) ---")
print(f"Mass ratio squared: {(M_E / M_MU)**2:.5e}")
print(f"Bracket (M^2-m_e^2)/(M^2-m_mu^2): {bracket:.5f}")
print(f"Bracket squared: {bracket**2:.5f}")
print(f"Squared-amplitude ratio: {spin_sum(M_E) / spin_sum(M_MU):.5e}")
print(f"Phase-space ratio: {phase_ratio:.5f}")
print(f"Left-chiral weight ratio: {weight_ratio:.5e}")
print(f"Density-of-states ratio, unit-normalized: {density_ratio:.5f}")
print(f"Tree ratio R from spinors and state counting: {R:.4e}")
print(f"Tree ratio R from closed formula: {ratio_formula(M_PI):.4e}")
print(f"Muon decays per electron decay, 1/R: {1 / R:.0f}")
print(f"Change of R for M raised by 0.01 MeV: {shift:.3f} percent")
print("--- contrast cases, electron over muon (dimensionless) ---")
print(f"V+A coupling: {R_VPA:.4e}")
print(f"Vector minus 0.4 axial coupling: {R_MIX:.4e}")
print(f"Scalar-type coupling without mass factor: {R_SCALAR:.3f}")
print(f"Spin-one parent of the same mass: {R_SPIN1:.3f}")
print(f"Lepton mass of largest pion width: {best.x:.2f} MeV")
print("PASS")
```

It prints:

```
Input pion mass M: 139.57 MeV
Electron mass: 0.510999 MeV
Muon mass: 105.6584 MeV
--- electron channel ---
Momentum of each product: 69.784 MeV
Charged-lepton energy: 69.786 MeV
Charged-lepton speed v/c: 0.9999732
One minus v/c: 2.6809e-05
Left-chiral weight at helicity +1/2: 1.3404e-05
Sum |M|^2/(G_F^2 |V_ud|^2 f^2): 1.01730e+04 MeV^4
Two-body phase space: 3.97882e-02 (dimensionless)
Reduced width: 1.45004e+00 MeV^3
--- muon channel ---
Momentum of each product: 29.792 MeV
Charged-lepton energy: 109.778 MeV
Charged-lepton speed v/c: 0.2713821
One minus v/c: 7.2862e-01
Left-chiral weight at helicity +1/2: 3.6431e-01
Sum |M|^2/(G_F^2 |V_ud|^2 f^2): 1.85677e+08 MeV^4
Two-body phase space: 1.69862e-02 (dimensionless)
Reduced width: 1.12987e+04 MeV^3
--- ratios, electron over muon (dimensionless) ---
Mass ratio squared: 2.33901e-05
Bracket (M^2-m_e^2)/(M^2-m_mu^2): 2.34239
Bracket squared: 5.48679
Squared-amplitude ratio: 5.47887e-05
Phase-space ratio: 2.34239
Left-chiral weight ratio: 3.67943e-05
Density-of-states ratio, unit-normalized: 3.48795
Tree ratio R from spinors and state counting: 1.2834e-04
Tree ratio R from closed formula: 1.2834e-04
Muon decays per electron decay, 1/R: 7792
Change of R for M raised by 0.01 MeV: -0.038 percent
--- contrast cases, electron over muon (dimensionless) ---
V+A coupling: 1.2834e-04
Vector minus 0.4 axial coupling: 1.2834e-04
Scalar-type coupling without mass factor: 5.487
Spin-one parent of the same mass: 4.265
Lepton mass of largest pion width: 80.58 MeV
PASS
```
